# McMurchie-Davidson recurrences for Hermite expansion coefficients and Hermite Coulomb integrals

The integral

$$
V=\int \frac{x_A\,e^{-a r_A^2}\;x_B z_B\,e^{-b r_B^2}}{r_C}\,d^3r
$$

with $a=1$ and $b=0.5$ bohr$^{-2}$, $\mathbf A=(0,0,0)$, $\mathbf B=(1.5,0,0)$ and $\mathbf C=(0,0,1)$ bohr has the value $-0.032373$ bohr$^5$. Three-dimensional quadrature gives this number, and so does a sum of just three products, built from one exponential and the three one-dimensional integrals

$$
F_n(x)=\int_0^1 s^{2n}e^{-xs^2}\,ds,\qquad n=1,2,3,
$$

at the single argument $x=1.875$. The reduction rests on two facts: a product of two Cartesian Gaussians is a finite sum of derivatives of one spherical Gaussian, and the Coulomb integral of a spherical Gaussian is proportional to a Boys function $F_0$, which can be differentiated in closed form.

Here $\mathbf r_A=\mathbf r-\mathbf A$, with components $x_A,y_A,z_A$, and similarly for the other centres. The Gaussians are real, $a$ and $b$ are positive, and Hartree atomic units are used. Each Gaussian factorizes over the three directions, so the expansion can be found for $x$ alone. Define

$$
\Omega_{ij}=x_A^i x_B^j\,e^{-a x_A^2-b x_B^2},\qquad p=a+b,\qquad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p}.
$$

The exponent is a quadratic polynomial in $x$. Completing the square gives

$$
a x_A^2+b x_B^2=p(x-P_x)^2+aA_x^2+bB_x^2-\frac{(aA_x+bB_x)^2}{p}.
$$

Over the common denominator $p$, the constant part has the numerator

$$
(a+b)(aA_x^2+bB_x^2)-(aA_x+bB_x)^2=ab(A_x-B_x)^2,
$$

because the terms $a^2A_x^2$ and $b^2B_x^2$ cancel. With $X_{AB}=A_x-B_x$ and $x_P=x-P_x$,

$$
\Omega_{ij}=K\,x_A^i x_B^j\,e^{-p x_P^2},\qquad K=e^{-abX_{AB}^2/p}.
$$

The polynomial still refers to two centres. To refer everything to $\mathbf P$, introduce the Hermite Gaussians

$$
\Lambda_t=\left(\frac{\partial}{\partial P_x}\right)^{t}e^{-p x_P^2}.
$$

In this definition $P_x$ is an independent variable. Differentiating once gives $\partial_{P_x}e^{-px_P^2}=2p\,x_P e^{-px_P^2}$, so that $\Lambda_{t+1}=2p\,\partial_{P_x}^t(x_Pe^{-px_P^2})$. In the Leibniz rule $x_P$ can be differentiated at most once, with $\partial x_P/\partial P_x=-1$. Therefore

$$
\Lambda_{t+1}=2p\left(x_P\Lambda_t-t\Lambda_{t-1}\right),
$$

or, solved for the product with $x_P$,

$$
x_P\Lambda_t=\frac{1}{2p}\Lambda_{t+1}+t\Lambda_{t-1}.
\tag{1}
$$

Write $\Lambda_t=h_t(x_P)e^{-px_P^2}$. Then $h_0=1$, and the relation for $\Lambda_{t+1}$ shows that $h_t$ is a polynomial of degree $t$ with leading coefficient $(2p)^t$. The polynomials $h_0,\dots,h_N$ therefore form a basis for all polynomials of degree up to $N$. Since $x_A^ix_B^j$ has degree $i+j$, the expansion

$$
\Omega_{ij}=\sum_{t=0}^{i+j}E_t^{ij}\Lambda_t
\tag{2}
$$

exists, is unique, and terminates. Coefficients with $t<0$ or $t>i+j$ are set to zero. For $i=j=0$ we read off $E_0^{00}=K$.

To raise $i$, multiply (2) by $x_A=x_P+X_{PA}$, where $X_{PA}=P_x-A_x$. The left side becomes $\Omega_{i+1,j}$. On the right, (1) gives

$$
\Omega_{i+1,j}=\sum_t E_t^{ij}\left[\frac{1}{2p}\Lambda_{t+1}+X_{PA}\Lambda_t+t\Lambda_{t-1}\right].
$$

The coefficient of a fixed $\Lambda_t$ collects the first term from the old index $t-1$, the second from $t$, and the third from $t+1$, where the factor is $t+1$. Because the expansion is unique, coefficients may be compared:

$$
E_t^{i+1,j}=\frac{1}{2p}E_{t-1}^{ij}+X_{PA}E_t^{ij}+(t+1)E_{t+1}^{ij}.
\tag{3}
$$

Multiplication by $x_B=x_P+X_{PB}$, with $X_{PB}=P_x-B_x$, gives in the same way

$$
E_t^{i,j+1}=\frac{1}{2p}E_{t-1}^{ij}+X_{PB}E_t^{ij}+(t+1)E_{t+1}^{ij}.
\tag{4}
$$

These two relations and $E_0^{00}=K$ determine every coefficient. If the centres coincide, $X_{PA}=X_{PB}=0$ and each raising step changes $t$ by one unit, so $E_t^{ij}$ vanishes unless $i+j-t$ is even.

A shorter relation holds for $t>0$. Since $\Lambda_t$ depends on $x-P_x$, we have $\partial_x\Lambda_t=-\Lambda_{t+1}$. Inserting $\Lambda_t=h_te^{-px_P^2}$ gives $h_t'-2px_Ph_t=-h_{t+1}$, and the relation for $\Lambda_{t+1}$ then yields

$$
h_t'=2px_Ph_t-h_{t+1}=2pt\,h_{t-1}.
$$

Divide (2) by the common exponential, which leaves $Kx_A^ix_B^j=\sum_tE_t^{ij}h_t$, and differentiate with respect to $x$:

$$
K\left(i\,x_A^{i-1}x_B^j+j\,x_A^ix_B^{j-1}\right)=\sum_t 2pt\,E_t^{ij}h_{t-1}.
$$

The two terms on the left have expansions of the same kind, with coefficients $E^{i-1,j}$ and $E^{i,j-1}$. Comparing the coefficients of $h_{t-1}$ gives

$$
2pt\,E_t^{ij}=i\,E_{t-1}^{i-1,j}+j\,E_{t-1}^{i,j-1}.
\tag{5}
$$

For $t=0$ both sides are zero, so $E_0^{ij}$ must still come from (3) or (4).

In the example $p=1.5$ bohr$^{-2}$ and $\mathbf P=(0.5,0,0)$ bohr, hence $X_{PA}=0.5$ and $X_{PB}=-1$ bohr. With lengths in bohr, $K=e^{-0.75}=0.472367$ and $1/(2p)=1/3$. One step of (3) gives

$$
E_0^{10}=0.5K=0.236183,\qquad E_1^{10}=K/3=0.157456.
$$

One step of (4) then gives

$$
\begin{aligned}
E_0^{11}&=-E_0^{10}+E_1^{10}=-0.078728,\\
E_1^{11}&=\tfrac13E_0^{10}-E_1^{10}=-0.078728,\\
E_2^{11}&=\tfrac13E_1^{10}=0.052485.
\end{aligned}
$$

The first two have different dimensions, and their equal numerical values come from the chosen exponents and distances: both are $-K/6$. Relation (5) agrees, since $2pE_1^{11}=E_0^{01}+E_0^{10}=(-1+0.5)K$.

In the $z$ direction the powers are 0 and 1. Both centres lie at $z=0$, so the exponential prefactor is 1, $E_0^{01}=0$ and $E_1^{01}=1/3$. In the $y$ direction the one coefficient is $E_0^{00}=1$.

The coefficients with $t=0$ already give the overlap. The integral $\int\Lambda_t\,dx$ is the $t$-th $P_x$-derivative of $\sqrt{\pi/p}$, which does not depend on $P_x$. It vanishes for $t>0$, and each direction contributes $E_0^{ij}\sqrt{\pi/p}$. In the example the overlap is zero because $E_0^{01}=0$ in $z$, as it must be for an integrand odd in $z$. The operator $1/r_C$ breaks this symmetry, since $\mathbf C$ lies off the plane $z=0$.

For the Coulomb integral, start with one spherical Gaussian and write

$$
\frac1{r_C}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2r_C^2}\,du .
$$

All factors are positive, so the order of integration may be exchanged. The spatial integrand is a product of Gaussians with exponents $p$ and $u^2$, and completing the square as before gives

$$
\int\frac{e^{-pr_P^2}}{r_C}d^3r=\frac{2}{\sqrt\pi}\int_0^\infty\left(\frac{\pi}{p+u^2}\right)^{3/2}\exp\left(-\frac{pu^2}{p+u^2}R_{PC}^2\right)du,
$$

where $\mathbf R_{PC}=\mathbf P-\mathbf C$. Substitute $s=u/\sqrt{p+u^2}$, which runs from 0 to 1. Its derivative is

$$
\frac{ds}{du}=\frac{1}{(p+u^2)^{1/2}}-\frac{u^2}{(p+u^2)^{3/2}}=\frac{p}{(p+u^2)^{3/2}},
$$

so $(p+u^2)^{-3/2}du=ds/p$, and

$$
\int\frac{e^{-pr_P^2}}{r_C}d^3r=\frac{2\pi}{p}F_0(pR_{PC}^2).
\tag{6}
$$

At large $x$ the upper limit in $F_0$ can be moved to infinity with an error of at most $e^{-x}/(2x)$, and $F_0\to\frac12\sqrt{\pi/x}$. Equation (6) then becomes $(\pi/p)^{3/2}/R_{PC}$, the potential of a point charge equal to the integral of the Gaussian.

The full product of two Cartesian Gaussians is a sum of terms $E_tE_uE_v\Lambda_t\Lambda_u\Lambda_v$, one factor for each direction. Every such term is a $\mathbf P$-derivative of $e^{-pr_P^2}$ multiplied by a number. The coefficients are not differentiated, although their values depend on the positions of $\mathbf A$ and $\mathbf B$. The derivatives may be taken outside the integral, because derivatives of a Gaussian decay fast and the singularity of $1/r_C$ at $\mathbf C$ is integrable in three dimensions. At fixed $\mathbf C$, differentiation with respect to $\mathbf P$ is differentiation with respect to $\mathbf R_{PC}$, so

$$
\langle a|r_C^{-1}|b\rangle=\frac{2\pi}{p}\sum_{tuv}E_tE_uE_v\,R_{tuv}^0(p,\mathbf R_{PC}),
\tag{7}
$$

where the case $n=0$ is needed of the Hermite Coulomb integrals

$$
R_{tuv}^n(p,\mathbf R)=\partial_X^t\partial_Y^u\partial_Z^v\left[(-2p)^nF_n(pR^2)\right],\qquad \mathbf R=(X,Y,Z).
$$

The auxiliary index $n$ earns its place as soon as one differentiates. From the definition of the Boys function, $F_n'(x)=-F_{n+1}(x)$. By the chain rule, with $\partial_X(pR^2)=2pX$,

$$
\partial_XR_{000}^n=(-2p)^n\left(-F_{n+1}\right)2pX=X(-2p)^{n+1}F_{n+1}=X\,R_{000}^{n+1}.
$$

The factor $(-2p)^n$ in the definition thus absorbs both the sign and the power of $p$. Now apply $\partial_X^t\partial_Y^u\partial_Z^v$ to both ends. The derivatives in $Y$ and $Z$ pass through $X$, and in the Leibniz rule $X$ can be differentiated at most once:

$$
R_{t+1,u,v}^n=X\,R_{tuv}^{n+1}+t\,R_{t-1,u,v}^{n+1}.
\tag{8}
$$

The same argument in the other directions gives

$$
\begin{aligned}
R_{t,u+1,v}^n&=Y\,R_{tuv}^{n+1}+u\,R_{t,u-1,v}^{n+1},\\
R_{t,u,v+1}^n&=Z\,R_{tuv}^{n+1}+v\,R_{t,u,v-1}^{n+1}.
\end{aligned}
$$

Each step lowers the total derivative order by at least one and raises $n$ by one. An integral of total order $N$ with $n=0$ is therefore reduced to the values $R_{000}^n$ with $n\le N$. Derivatives commute, so the directions may be lowered in any order. No step divides by $R$, and coincident centres need no special treatment.

The derivation of (8) uses the form of the starting function just once, in $\partial_XR^n_{000}=XR^{n+1}_{000}$. For another smooth function $G^0$ of $R^2$, the recurrences hold with new starting values $G^{n+1}=2\,dG^n/d(R^2)$. If the starting function depends on direction, this step fails.

The starting values need Boys functions of several orders at one argument. Integrating $s^{2n}$ by parts gives

$$
F_n=\left[\frac{s^{2n+1}}{2n+1}e^{-xs^2}\right]_0^1+\frac{2x}{2n+1}\int_0^1s^{2n+2}e^{-xs^2}ds
=\frac{2xF_{n+1}+e^{-x}}{2n+1}.
\tag{9}
$$

This relation links (8) to electrostatics. Applying (8) twice in each direction and adding,

$$
R_{200}^0+R_{020}^0+R_{002}^0=R^2R_{000}^2+3R_{000}^1=-2p\,(3F_1-2xF_2)=-2p\,e^{-x},
$$

with $x=pR^2$ and (9) for $n=1$. Multiplied by $2\pi/p$, the right side is $-4\pi e^{-pR^2}$, which is Poisson's equation for the potential (6) of the density $e^{-pr^2}$.

Used downward in $n$ for $x\ge0$, (9) adds non-negative terms, so a relative error in $F_{n+1}$ is not amplified. The highest order can be found by inserting (9) into itself repeatedly, which gives a series of positive terms:

$$
F_n(x)=e^{-x}\sum_{k=0}^\infty\frac{(2x)^k}{(2n+1)(2n+3)\cdots(2n+2k+1)}.
$$

Solved upward, $F_{n+1}=[(2n+1)F_n-e^{-x}]/(2x)$, the relation multiplies an absolute error by $(2n+1)/(2x)$. From $F_0$ to $F_8$ at $x=0.1$ these factors multiply to about $8\times10^{11}$. A rounding error near $10^{-16}$ then grows to about $10^{-4}$, while $F_8$ is smaller than $F_8(0)=1/17$. In the numerical check the upward value of $F_8$ has a relative error of $3.4\times10^{-3}$, a figure that depends on how the starting value and the steps are rounded, whereas the downward values $F_0$ to $F_8$ are correct to about $10^{-16}$. At $x=20$ the product of the factors is about $3\times10^{-7}$, but $F_8/F_0$ is smaller than one by almost the same factor. A relative error in $F_0$ therefore reaches $F_8$ nearly unchanged, neither amplified nor damped, and the upward value stays accurate to the rounding level of double precision.

The example has $\mathbf R_{PC}=(0.5,0,-1)$ bohr, hence $pR_{PC}^2=1.5\times1.25=1.875$. With $-2p=-3$, and lengths in bohr throughout,

$$
\begin{aligned}
R_{000}^1&=-3F_1=-3(0.122580)=-0.367741,\\
R_{000}^2&=9F_2=9(0.0571696)=0.514526,\\
R_{000}^3&=-27F_3=-27(0.0353315)=-0.953950.
\end{aligned}
$$

The $z$ expansion has $v=1$ as its one non-zero term, so $R_{001}^0$, $R_{101}^0$ and $R_{201}^0$ are required. Lowering in $z$ first, with $Z=-1$,

$$
R_{001}^0=ZR_{000}^1=0.367741,\qquad R_{001}^1=ZR_{000}^2=-0.514526.
$$

Equation (8) with $X=0.5$ then gives

$$
\begin{aligned}
R_{101}^0&=XR_{001}^1=-0.257263,\\
R_{101}^1&=XZR_{000}^3=0.476975,\\
R_{201}^0&=XR_{101}^1+R_{001}^1=0.238487-0.514526=-0.276039.
\end{aligned}
$$

The function $F_0$ does not appear because every term carries a derivative in $z$. The three products $E_t^{11}R_{t01}^0$ are $-0.028951$, $+0.020254$ and $-0.014488$, with sum $-0.0231856$ before rounding of the terms. Equation (7) gives

$$
V=4.188790\times\tfrac13\times(-0.0231856)=-0.032373\ \text{bohr}^5,
$$

in agreement with the quadrature. If $\mathbf C$ is moved into the plane $z=0$, then $Z=0$, all three $R_{t01}^0$ vanish, and so does the integral.

For functions normalized to unit self-overlap, the factor $N_aN_b=1.208113$ bohr$^{-6}$ turns this into $-0.039111$ hartree, or $-1.0643$ eV. The matrix element of the attraction to a nucleus of charge $Z_C$ carries a further factor $-Z_C$.

Repulsion between two charge distributions requires one more integral. Let $p,\mathbf P$ belong to the product $ab$ of electron 1 and $q,\mathbf Q$ to the product $cd$ of electron 2. For spherical Gaussians, set $\mathbf r=\mathbf r_1-\mathbf r_2$ and integrate over $\mathbf r_2$ at fixed $\mathbf r$. The integrand is a product of Gaussians in $\mathbf r_2$ centred at $\mathbf P-\mathbf r$ and $\mathbf Q$, so

$$
\int e^{-p|\mathbf r+\mathbf r_2-\mathbf P|^2-q|\mathbf r_2-\mathbf Q|^2}d^3r_2=\left(\frac{\pi}{p+q}\right)^{3/2}e^{-\alpha|\mathbf r-\mathbf R_{PQ}|^2},\qquad \alpha=\frac{pq}{p+q},
$$

with $\mathbf R_{PQ}=\mathbf P-\mathbf Q$. The remaining integral over $\mathbf r$ with weight $1/r$ is (6) with exponent $\alpha$. The prefactor is

$$
\left(\frac{\pi}{p+q}\right)^{3/2}\frac{2\pi(p+q)}{pq}=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}.
$$

Derivatives with respect to $\mathbf P$ act as derivatives with respect to $\mathbf R_{PQ}$. Those with respect to $\mathbf Q$ act with the opposite sign, and each contributes a factor $-1$. Hence

$$
(ab|cd)=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\sum_{tuv}E_{tuv}^{ab}\sum_{\tau\nu\phi}(-1)^{\tau+\nu+\phi}E_{\tau\nu\phi}^{cd}\,R_{t+\tau,u+\nu,v+\phi}^0(\alpha,\mathbf R_{PQ}),
\tag{10}
$$

where $E_{tuv}$ is the product of the three one-dimensional coefficients.

Let the distribution $ab$ of the example repel the product of $z_Ce^{-0.6r_C^2}$ and $e^{-0.4r_C^2}$. Both functions sit at $\mathbf C$, so $q=1$ bohr$^{-2}$, $\mathbf Q=\mathbf C$, and the one non-zero coefficient is $E_1^{10}=1/(2q)=1/2$ in $z$. The reduced exponent is $\alpha=0.6$ bohr$^{-2}$ and the Boys argument is $0.75$. With $-2\alpha=-1.2$, $F_1(0.75)=0.2167608$ and $F_2(0.75)=0.1186106$,

$$
R_{002}^0=Z^2R_{000}^2+R_{000}^1=0.170799-0.260113=-0.089314.
$$

The same recurrences give $R_{102}^0=0.015884$ and $R_{202}^0=0.028404$. Weighted with $E_0^{11}$, $E_1^{11}$ and $E_2^{11}$, the three integrals contribute $0.007031$, $-0.001251$ and $0.001491$, with sum $0.007272$ before rounding of the terms. Therefore

$$
(ab|cd)=14.75175\times\tfrac13\times\left(-\tfrac12\right)\times0.007272=-0.01788\ \text{bohr}^9.
$$

The minus sign in front of $\tfrac12$ is the factor $(-1)^{\tau+\nu+\phi}$ with $\phi=1$. A quadrature that uses the closed-form potential of the second distribution gives the same value, including the sign. For normalized functions the integral is $-0.005828$ hartree, or $-0.1586$ eV. A repulsion integral between two different distributions can be negative even if only one of them takes both signs. The integral $V$ already shows this, with a positive unit point charge in place of the second distribution.

The numerical check also compares the expansion (2) with symbolic derivatives for $i,j\le3$, the integrals $R_{tuv}^n$ with direct differentiation up to total order 4 for $n=0$ and 1, and 54 repulsion integrals with those of PySCF.

## Numbers as computed

```
exponents a, b, p (bohr^-2): 1.000 0.500 1.500
P (bohr): [0.5 0.  0. ]  R_PC (bohr): [ 0.5  0.  -1. ]
X_PA, X_PB (bohr): 0.5000 -1.0000
x: E_0^{00} (bohr^0): 0.47236655
x: E_0^{10} (bohr^1): 0.23618328
x: E_1^{10} (bohr^2): 0.15745552
x: E_0^{11} (bohr^2): -0.07872776
x: E_1^{11} (bohr^3): -0.07872776
x: E_2^{11} (bohr^4): 0.05248517
z: E_0^{01} (bohr^1): 0.00000000
z: E_1^{01} (bohr^2): 0.33333333
Boys argument p R^2 (dimensionless): 1.875000
n=0: F_n = 0.61303116, R_000^n = 0.61303116 bohr^-0
n=1: F_n = 0.12258032, R_000^n = -0.36774095 bohr^-2
n=2: F_n = 0.05716960, R_000^n = 0.51452637 bohr^-4
n=3: F_n = 0.03533147, R_000^n = -0.95394972 bohr^-6
R_001^0(p) (bohr^-1): 0.36774095
R_001^1(p) (bohr^-3): -0.51452637
R_101^0(p) (bohr^-2): -0.25726319
R_101^1(p) (bohr^-4): 0.47697486
R_201^0(p) (bohr^-3): -0.27603894
prefactor 2 pi/p (bohr^2): 4.18879020
<a|1/r_C|b>, recurrences (bohr^5): -0.032373231
<a|1/r_C|b>, quadrature (bohr^5): -0.032373231
norm product N_a N_b (bohr^-6): 1.20811334
normalized <a|1/r_C|b>: -0.03911053 hartree = -1.064252 eV
ket exponent q, reduced alpha (bohr^-2): 1.0000 0.6000
ket z: E_0^{10} (bohr), E_1^{10} (bohr^2): 0.000000 0.500000
Boys argument alpha R^2 (dimensionless): 0.750000
F_0..F_4 at alpha R^2: 0.79750781 0.21676084 0.11861064 0.08045777 0.06055854
R_002^0(alpha) (bohr^-2): -0.08931368
R_102^0(alpha) (bohr^-3): 0.01588415
R_202^0(alpha) (bohr^-4): 0.02840410
prefactor 2 pi^(5/2)/(p q sqrt(p+q)) (bohr^5): 14.75174559
(ab|cd), recurrences (bohr^9): -0.017878467
(ab|cd), quadrature (bohr^9): -0.017878467
norm product N_c N_d (bohr^-4): 0.26982627
normalized (ab|cd): -0.00582804 hartree = -0.158589 eV
F_8 upward, relative error at x=0.1, x=20: 3.4e-03 0.0e+00
F_0..F_8 downward, largest relative error at x=0.1, x=20: 1.1e-16 6.7e-16
largest error, E expansion pointwise, i,j<=3: 3.4e-16
largest scaled error, R against direct derivatives: 4.4e-16
largest error, one-electron integrals against quadrature: 1.4e-15
largest error, 54 repulsion integrals against PySCF (hartree): 1.1e-16
```
